**Positron annihilation rate: independent-particle overlap against the enhancement factor γ(rs)**

The rate is λ = K∫n₊nγ d³r with K = πr_e²c/a₀³ = 50.47 ns⁻¹ bohr³, where n₊ and n = 3/(4πrs³) are the positron and electron densities, γ is their pair correlation at contact, and the independent-particle model (IPM) sets γ = 1. The program asserts, from explicit Dirac matrices, that the triplet two-photon amplitude vanishes at rest and that σv = πr_e²c. It asserts that the first-order enhancement of free electrons is 3π/(4kF) = 1.228 rs by momentum-space and imaginary-frequency routes, half the Fermi-averaged Sommerfeld term, that the RPA rs^(3/2) coefficient is near −1.27, and that the Boronski-Nieminen (BN) fit has this slope and tends to the numerically solved positronium contact density 1/(8π). A perimetric Laguerre calculation of Ps⁻ is tested through its kinetic metric, cusp, virial ratio and basis convergence, and gives a contact density 1.042 times that of positronium. For the uniform gas γ_BN is 3.96 at rs = 2 and 13.6 at rs = 4, so the IPM lifetimes of 664 and 5312 ps become 168 and 391 ps. For magnesium in a Wigner-Seitz sphere (RHF/cc-pVTZ core, uniform valence at the rough rs = 2.7, electrostatic positron potential) the core potential is tested against analytic integrals and the positron state against a Bessel basis. The output shows a core overlap of 7% of the uniform-positron value, an IPM lifetime of about 1.2 ns and a local-density BN lifetime of about 0.24 ns; the measured lifetimes used for comparison are rough inputs.

## Verification by program

```python
# Positron annihilation rate  lambda = K * Int n_pos(r) n(r) gamma d^3r,  K = pi r_e^2 c / a0^3.
# Independent-particle model (IPM): gamma = 1.  Boronski-Nieminen (BN) interpolation gamma_BN(rs).
# Under test: prefactor from the two-photon amplitude; gamma -> 1 + 3 pi/(4 kF) at high density;
# n*gamma -> 1/(8 pi) (positronium) at low density; IPM rates too small for jellium and for Mg.
# Hartree atomic units; n = 3/(4 pi rs^3); kF = (9 pi/4)^(1/3)/rs; q, k in units of kF where scaled.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import roots_laguerre, roots_legendre, eval_laguerre, eval_genlaguerre
from pyscf import gto, scf
pi = np.pi
rng = np.random.default_rng(1)

# ---- two-photon amplitude at rest, m = e = 1, Dirac representation ----
sig = [np.array(s, complex) for s in ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]])]
I2, O2 = np.eye(2), np.zeros((2, 2))
g0 = np.block([[I2, O2], [O2, -I2]]).astype(complex)
gs = [np.block([[O2, s], [-s, O2]]) for s in sig]
slash = lambda t, v: t*g0 - sum(v[i]*gs[i] for i in range(3))
u_sp = [np.sqrt(2)*np.eye(4)[i].astype(complex) for i in (0, 1)]
v_sp = [1j*gs[1] @ u.conj() for u in u_sp]
def spin_gram(nhat):
    e1 = np.cross(nhat, rng.normal(size=3)); e1 /= np.linalg.norm(e1)
    pols = [e1, np.cross(nhat, e1)]
    G = np.zeros((4, 4), complex)
    prop = lambda kv: (slash(1, np.zeros(3)) - slash(1, kv) + np.eye(4))/(-2.0)
    for ea in pols:
        for eb in pols:
            A, B = slash(0, ea), slash(0, eb)
            op = B @ prop(nhat) @ A + A @ prop(-nhat) @ B
            M = np.array([v.conj() @ g0 @ op @ u for u in u_sp for v in v_sp])
            G += np.outer(M.conj(), M)
    return G
singlet = np.array([0, 1, -1, 0])/np.sqrt(2)
for _ in range(3):
    nh = rng.normal(size=3); nh /= np.linalg.norm(nh)
    G = spin_gram(nh)
    M2_s = (singlet @ G @ singlet).real
    M2_t = np.trace(G).real - M2_s
    sv = np.trace(G).real/4*(4*pi)**2/(64*pi)      # sigma v in units alpha^2/m^2
    assert abs(M2_t) < 1e-12 and abs(sv - pi) < 1e-12
pc = sc.physical_constants
a0, re = pc['Bohr radius'][0], pc['classical electron radius'][0]
K = pi*re**2*sc.c/a0**3*1e-9
assert abs(K/(sv*sc.alpha**3/pc['atomic unit of time'][0]*1e-9) - 1) < 1e-7
print(f"sum_pol |M|^2/e^4: singlet {M2_s:.4f}, triplets {abs(M2_t):.4f}; sigma v/(r_e^2 c) = {sv:.6f}")
print(f"K = pi r_e^2 c/a0^3 = {K:.4f} ns^-1 bohr^3; lambda_IPM rs^3 = {3*K/(4*pi):.4f} ns^-1")

# ---- first-order enhancement, free electrons ----
kf_rs = (9*pi/4)**(1/3)
def Lfun(s):                       # Int_{-1}^{1} (1 - z^2)/(z + s) dz
    s = np.atleast_1d(np.asarray(s, complex)); out = np.empty_like(s)
    big = np.abs(s) > 4
    b, t = s[big], s[~big]
    out[big] = sum(4*(1/b)**(2*j-1)/((2*j-1)*(2*j+1)) for j in range(1, 16))
    out[~big] = 2*t + (1 - t*t)*np.log((t+1)/(t-1))
    return out
J_free = lambda q: pi*Lfun(q)[0].real/q
def J_closed(q):
    if q > 2: return J_free(q)
    return pi*(1 + q/2 - q*np.log(2/q) + (1-q*q)*np.log1p(q)/q)
def J_def(q):
    def shell(k):
        mu0 = min(1.0, max(-1.0, (1 - k*k - q*q)/(2*k*q)))
        return 2*pi*k*k*quad(lambda mu: 1/(k*q*mu + q*q), mu0, 1)[0]
    return quad(shell, 0, 1, points=[abs(1-q)] if abs(1-q) < 1 else None)[0]
for q in (0.3, 0.8, 1.5, 2.5, 5.0):
    assert abs(J_def(q)/J_closed(q) - 1) < 1e-6
intJ = quad(J_closed, 0, 2)[0] + quad(J_closed, 2, np.inf)[0]
intF = quad(J_free, 0, 1)[0] + quad(J_free, 1, 3)[0] + quad(J_free, 3, np.inf)[0]
assert abs(intJ/(pi**3/4) - 1) < 1e-7
kbig = 1e4
somm = quad(lambda k: 3*k*k*kbig*((2*pi/(k*kbig))/(-np.expm1(-2*pi/(k*kbig))) - 1), 0, 1)[0]
assert abs(3/pi**2*intF/somm - 1) < 1e-3 and abs(intF/intJ - 2) < 1e-6
slope = 3/pi**2*intJ/kf_rs
print(f"kF rs = {kf_rs:.5f}; Int J dq = {intJ:.5f} (pi^3/4 = {pi**3/4:.5f})")
print(f"(gamma-1) kF: Pauli-blocked {3/pi**2*intJ:.5f}, unblocked {3/pi**2*intF:.5f}, Sommerfeld {somm:.4f}")
print(f"high-density slope d gamma/d rs = {slope:.5f} bohr^-1")

# ---- imaginary-frequency route, bare and RPA response ----
xl, wl = roots_legendre(12)
edges = np.concatenate([[0], np.geomspace(1e-6, 2, 21)])
qs = [0.5*(b-a)*xl + 0.5*(a+b) for a, b in zip(edges[:-1], edges[1:])]
qw = [0.5*(b-a)*wl for a, b in zip(edges[:-1], edges[1:])]
xt, wt = roots_legendre(40); tt = 0.5*(xt+1)
qs = np.concatenate(qs + [2/tt]); qw = np.concatenate(qw + [wt/tt**2])
dt = 0.25; nu = np.exp(np.arange(-40, 20, dt))[None, :]
xq = qs[:, None]/2
chi0 = Lfun(xq + 1j*nu).real/(2*pi**2*qs[:, None])       # -chi0/kF
kernel = xq*nu/(xq**2 + nu**2)*dt/pi
def gamma_linear(rs, screened=True):
    kF = kf_rs/rs
    chi = chi0/(1 + 4*pi*chi0/(kF*qs[:, None]**2)) if screened else chi0
    return 1 + 12*pi/kF*np.sum(qw*np.sum(chi*kernel, axis=1))
assert abs((gamma_linear(1.0, False) - 1)/slope - 1) < 1e-5
c32_formula = -3*np.sqrt(4/(pi*kf_rs))/kf_rs
c32_num = (gamma_linear(1e-6) - gamma_linear(1e-6, False))/1e-9
assert abs(c32_num/c32_formula - 1) < 0.03      # next term is of relative order sqrt(rs) ln rs
print(f"RPA rs^(3/2) coefficient: formula {c32_formula:.4f}, numerical at rs=1e-6 {c32_num:.4f}")

gamma_BN = lambda r: 1 + 1.23*r + 0.8295*r**1.5 - 1.26*r**2 + 0.3286*r**2.5 + r**3/6
dens = lambda r: 3/(4*pi*r**3)
assert abs((gamma_BN(1e-8) - 1)/1e-8/slope - 1) < 3e-3   # fit quotes the slope to three figures

# ---- radial s-wave ground state, finite volumes, psi'(R) = 0 ----
def radial_grid(R, N):
    f = np.linspace(0, R, N+1)
    vol = 4*pi/3*(f[1:]**3 - f[:-1]**3)
    return f, 0.5*(f[1:]+f[:-1]), vol, 2*pi*(f[1:]**2 - f[:-1]**2)/vol
def ground(f, vol, V, mass):
    c = 4*pi*f**2/(2*mass*(f[1]-f[0])); c[-1] = 0
    E, y = eigh_tridiagonal((c[1:]+c[:-1])/vol + V, -c[1:-1]/np.sqrt(vol[1:]*vol[:-1]),
                            select='i', select_range=(0, 0))
    return E[0], y[:, 0]**2/vol
f, r, vol, rinv = radial_grid(40.0, 8000)
E_ps, n_ps = ground(f, vol, -rinv, 0.5)
contact_ps = 1.5*n_ps[0] - 0.5*n_ps[1]
assert abs(E_ps + 0.25) < 1e-5 and abs(contact_ps*8*pi - 1) < 1e-3
assert abs(dens(1e8)*gamma_BN(1e8)/contact_ps - 1) < 2e-3
lam_para = sc.m_e*sc.c**2*sc.alpha**5/(2*sc.hbar)*1e-9
assert abs(4*K*contact_ps/lam_para - 1) < 1e-3
rs_cross = brentq(lambda x: dens(x) - contact_ps, 1, 3)
assert abs(rs_cross/6**(1/3) - 1) < 1e-3
print(f"Ps: E = {E_ps:.5f} Ha, contact = {contact_ps:.5f} bohr^-3 (1/(8 pi) = {1/(8*pi):.5f})")
print(f"Ps spin-averaged rate {K/(8*pi):.4f} ns^-1, lifetime {8e3*pi/K:.1f} ps")
print(f"para-Ps rate {lam_para:.4f} ns^-1, lifetime {1e3/lam_para:.1f} ps")
print(f"IPM rate drops below spin-averaged Ps rate at rs = {rs_cross:.3f} bohr")

# ---- Ps^- : r1, r2 electron-positron distances, r3 electron-electron distance ----
def cosines(r1, r2, r3):
    return ((r1**2+r2**2-r3**2)/(2*r1*r2), (r1**2+r3**2-r2**2)/(2*r1*r3),
            (r2**2+r3**2-r1**2)/(2*r2*r3))
pos = rng.normal(size=9); ex = np.array([-0.3, -0.7, 0.2])
dist = lambda p: np.array([np.linalg.norm(p[0:3]-p[6:9]), np.linalg.norm(p[3:6]-p[6:9]),
                           np.linalg.norm(p[0:3]-p[3:6])])
trial = lambda p: np.exp(ex @ dist(p))
fd = 0.5*sum(((trial(pos+1e-5*e) - trial(pos-1e-5*e))/2e-5)**2 for e in np.eye(9))
c12, c13, c23 = cosines(*dist(pos)); d = ex*trial(pos)
assert abs(fd/(d @ d + c12*d[0]*d[1] + c13*d[0]*d[2] + c23*d[1]*d[2]) - 1) < 1e-7
def ps_minus(order, a=0.3):
    x, w = roots_laguerre(order+3)
    P = [eval_laguerre(n, x) for n in range(order+1)]
    D = [-P[0]/2] + [-eval_genlaguerre(n-1, 1, x) - P[n]/2 for n in range(1, order+1)]
    o = lambda A, B, C: np.einsum('i,j,k->ijk', A, B, C).ravel()
    X, Y, Z = [g.ravel() for g in np.meshgrid(x, x, x, indexing='ij')]
    r1, r2, r3 = (Y+Z/2)/(2*a), (X+Z/2)/(2*a), (X+Y)/(2*a)
    W = o(w, w, w)*r1*r2*r3
    idx = [(l, m, n) for l in range(order+1) for m in range(l, order+1)
           for n in range(order+1) if l+m+n <= order]
    F = np.array([o(P[l], P[m], P[n]) + o(P[m], P[l], P[n]) for l, m, n in idx])
    Fx = np.array([o(D[l], P[m], P[n]) + o(D[m], P[l], P[n]) for l, m, n in idx])
    Fy = np.array([o(P[l], D[m], P[n]) + o(P[m], D[l], P[n]) for l, m, n in idx])
    Fz = np.array([o(P[l], P[m], D[n]) + o(P[m], P[l], D[n]) for l, m, n in idx])
    d1, d2, d3 = a*(-Fx+Fy+2*Fz), a*(Fx-Fy+2*Fz), a*(Fx+Fy-2*Fz)
    k12, k13, k23 = cosines(r1, r2, r3)
    C = (d1*W*k12) @ d2.T + (d1*W*k13) @ d3.T + (d2*W*k23) @ d3.T
    T = (d1*W) @ d1.T + (d2*W) @ d2.T + (d3*W) @ d3.T + 0.5*(C + C.T)
    V = (F*W*(1/r3 - 1/r1 - 1/r2)) @ F.T
    E, U = eigh(T + V, (F*W) @ F.T); c = U[:, 0]
    p0 = c @ np.array([P[l] + P[m] for l, m, n in idx])
    dp = c @ np.array([a*(-(D[l]+D[m]) - P[l]*(m+.5) - P[m]*(l+.5) - 2*(P[l]+P[m])*(n+.5))
                       for l, m, n in idx])
    num = np.sum(w*x*x*p0*p0)
    return E[0], 2*4*pi*num/(8*pi**2), np.sum(w*x*x*p0*dp)/num, -(c @ V @ c)/(c @ T @ c)
E10, ct10, _, _ = ps_minus(10)
E14, ct14, cusp, virial = ps_minus(14)
assert E14 < -0.25 and abs(E14 - E10) < 1e-4 and abs(ct14/ct10 - 1) < 0.01
assert abs(cusp + 0.5) < 0.015 and abs(virial - 2) < 2e-3
assert 1 < ct14*8*pi < 1.1
print(f"Ps-: E = {E14:.5f} Ha, cusp {cusp:.3f} bohr^-1, -V/T = {virial:.4f}")
print(f"Ps-: contact = {ct14:.4f} bohr^-3, ratio to Ps {ct14*8*pi:.3f}, rate {K*ct14:.3f} ns^-1")

# ---- uniform gas ----
print("rs[bohr] n[bohr^-3] gam_RPA1 gam_BN lam_IPM lam_BN[ns^-1] tau_IPM tau_BN[ps]")
for rs in (2, 3, 4, 6):
    li, gb, gl = K*dens(rs), gamma_BN(rs), gamma_linear(rs)
    assert 1 < gl < 0.75*gb and li < K/(8*pi) < li*gb
    print(f"{rs} {dens(rs):.5f} {gl:.3f} {gb:.3f} {li:.4f} {li*gb:.3f} {1e3/li:.0f} {1e3/(li*gb):.1f}")
for rs in (2, 4):
    terms = [1, 1.23*rs, 0.8295*rs**1.5, -1.26*rs**2, 0.3286*rs**2.5, rs**3/6]
    print(f"BN terms at rs={rs}: " + " ".join(f"{t:.3f}" for t in terms))
assert 3 < gamma_BN(2) < 5 and gamma_BN(4) > 10
for name, rs, rough in (("Al", 2, 0.16), ("Na", 4, 0.34)):
    ti = 1/(K*dens(rs))
    assert ti/rough > 3 and abs(ti/gamma_BN(rs)/rough - 1) < 0.2
    print(f"{name}: rough rs {rs} bohr, rough measured tau {rough} ns (input), tau_IPM/rough = {ti/rough:.1f}")

# ---- Mg in a Wigner-Seitz sphere ----
rs_mg, rough_mg = 2.7, 0.23
R = 2**(1/3)*rs_mg
mol = gto.M(atom='Mg 0 0 0', basis='cc-pvtz', charge=2, unit='Bohr', verbose=0)
mf = scf.RHF(mol); mf.chkfile = None; mf.kernel(); assert mf.converged
dm = mf.make_rdm1()
f, r, vol, rinv = radial_grid(R, 6000)
ao = mol.eval_gto('GTOval_sph', np.outer(r, [0, 0, 1.0]))
n_core = np.einsum('pi,ij,pj->p', ao, dm, ao)
dq = n_core*vol
assert abs(dq.sum() - 10) < 2e-3
V_core = (np.cumsum(dq) - dq/2)/r + np.cumsum((dq*rinv)[::-1])[::-1] - dq*rinv/2
for i in (300, 1500, 4000):
    with mol.with_rinv_origin((0, 0, r[i])):
        assert abs(V_core[i]/np.sum(dm*mol.intor('int1e_rinv')) - 1) < 5e-4
V_pos = 12*rinv - V_core - (3*R*R - r*r)/R**3
assert abs(V_pos[-1]) < 2e-3
E_pos, n_pos = ground(f, vol, V_pos, 1.0)
roots = [brentq(lambda x: x*np.cos(x) - np.sin(x), j*pi + 0.1, (j+0.5)*pi) for j in range(1, 80)]
kk = np.array([0.0] + roots)/R
B = np.sinc(np.outer(kk, r)/pi); B /= np.sqrt((B*B) @ vol)[:, None]
Eb, Ub = eigh(np.diag(kk**2/2) + (B*vol*V_pos) @ B.T)
n_pos_b = (Ub[:, 0] @ B)**2
n_val = dens(rs_mg); n_tot = n_core + n_val
rate = lambda npos, g: K*np.sum(vol*npos*g)
lam_core, lam_val = rate(n_pos, n_core), rate(n_pos, n_val)
assert abs(Eb[0] - E_pos) < 1e-4 and abs(rate(n_pos_b, n_core)/lam_core - 1) < 3e-3
core_flat = K*dq.sum()/vol.sum()
lam_ipm = lam_core + lam_val
lam_vonly = lam_core + lam_val*gamma_BN(rs_mg)
lam_bn = rate(n_pos, n_tot*gamma_BN((3/(4*pi*n_tot))**(1/3)))
assert lam_core < 0.3*core_flat and lam_bn/lam_ipm > 3
assert 1/lam_ipm > 3*rough_mg and abs(1/lam_bn/rough_mg - 1) < 0.2
print(f"Mg: rough rs {rs_mg} bohr (input), R = {R:.3f} bohr, n_val = {n_val:.5f} bohr^-3")
print(f"Mg2+ RHF/cc-pVTZ energy {mf.e_tot:.4f} Ha, core electrons in sphere {dq.sum():.4f}")
print(f"positron energy: finite volume {E_pos:.5f} Ha, Bessel basis {Eb[0]:.5f} Ha")
for x in (0.5, 1.0, 2.0, R):
    print(f"positron density / cell mean at r = {x:.2f} bohr: {np.interp(x, r, n_pos)*vol.sum():.4f}")
print(f"core rate if positron were uniform {core_flat:.3f} ns^-1")
print(f"IPM core {lam_core:.4f} ns^-1 (fraction of uniform value {lam_core/core_flat:.3f})")
print(f"IPM valence {lam_val:.4f} ns^-1, gamma_BN(2.7) = {gamma_BN(rs_mg):.3f}")
print(f"IPM total {lam_ipm:.4f} ns^-1, tau = {1e3/lam_ipm:.0f} ps")
print(f"jellium valence with BN {lam_val*gamma_BN(rs_mg):.3f} ns^-1, tau = {1e3/(lam_val*gamma_BN(rs_mg)):.0f} ps")
print(f"BN on valence, IPM core {lam_vonly:.3f} ns^-1, tau = {1e3/lam_vonly:.0f} ps")
print(f"BN on total density {lam_bn:.3f} ns^-1, tau = {1e3/lam_bn:.0f} ps")
print(f"ratio BN(total)/IPM = {lam_bn/lam_ipm:.2f}")
print(f"Mg rough measured tau {rough_mg} ns (input), tau_IPM/rough = {1/lam_ipm/rough_mg:.1f}")
print("PASS")
```

It prints:

```
sum_pol |M|^2/e^4: singlet 16.0000, triplets 0.0000; sigma v/(r_e^2 c) = 3.141593
K = pi r_e^2 c/a0^3 = 50.4697 ns^-1 bohr^3; lambda_IPM rs^3 = 12.0488 ns^-1
kF rs = 1.91916; Int J dq = 7.75157 (pi^3/4 = 7.75157)
(gamma-1) kF: Pauli-blocked 2.35619, unblocked 4.71239, Sommerfeld 4.7134
high-density slope d gamma/d rs = 1.22772 bohr^-1
RPA rs^(3/2) coefficient: formula -1.2732, numerical at rs=1e-6 -1.2560
Ps: E = -0.25000 Ha, contact = 0.03979 bohr^-3 (1/(8 pi) = 0.03979)
Ps spin-averaged rate 2.0081 ns^-1, lifetime 498.0 ps
para-Ps rate 8.0325 ns^-1, lifetime 124.5 ps
IPM rate drops below spin-averaged Ps rate at rs = 1.817 bohr
Ps-: E = -0.26201 Ha, cusp -0.500 bohr^-1, -V/T = 2.0000
Ps-: contact = 0.0415 bohr^-3, ratio to Ps 1.042, rate 2.093 ns^-1
rs[bohr] n[bohr^-3] gam_RPA1 gam_BN lam_IPM lam_BN[ns^-1] tau_IPM tau_BN[ps]
2 0.02984 2.329 3.958 1.5061 5.962 664 167.7
3 0.00884 2.840 7.283 0.4463 3.250 2241 307.7
4 0.00373 3.311 13.578 0.1883 2.556 5312 391.2
6 0.00111 4.172 40.188 0.0558 2.242 17927 446.1
BN terms at rs=2: 1.000 2.460 2.346 -5.040 1.859 1.333
BN terms at rs=4: 1.000 4.920 6.636 -20.160 10.515 10.667
Al: rough rs 2 bohr, rough measured tau 0.16 ns (input), tau_IPM/rough = 4.1
Na: rough rs 4 bohr, rough measured tau 0.34 ns (input), tau_IPM/rough = 15.6
Mg: rough rs 2.7 bohr (input), R = 3.402 bohr, n_val = 0.01213 bohr^-3
Mg2+ RHF/cc-pVTZ energy -198.8295 Ha, core electrons in sphere 9.9999
positron energy: finite volume 0.11461 Ha, Bessel basis 0.11461 Ha
positron density / cell mean at r = 0.50 bohr: 0.0237
positron density / cell mean at r = 1.00 bohr: 0.1538
positron density / cell mean at r = 2.00 bohr: 0.7300
positron density / cell mean at r = 3.40 bohr: 1.2955
core rate if positron were uniform 3.061 ns^-1
IPM core 0.2085 ns^-1 (fraction of uniform value 0.068)
IPM valence 0.6121 ns^-1, gamma_BN(2.7) = 6.032
IPM total 0.8206 ns^-1, tau = 1219 ps
jellium valence with BN 3.693 ns^-1, tau = 271 ps
BN on valence, IPM core 3.901 ns^-1, tau = 256 ps
BN on total density 4.125 ns^-1, tau = 242 ps
ratio BN(total)/IPM = 5.03
Mg rough measured tau 0.23 ns (input), tau_IPM/rough = 5.3
PASS
```
